# Why defect energy differences converge faster than charged formation energies

**Question.** A charged defect is computed in a periodic supercell, and its formation energy approaches the dilute limit slowly as the cell grows. The same defect, with the same charge and in the same cell, has a second localised configuration. Why does the energy difference between the two settle so much sooner?

**Answer.**

## The mechanism

A supercell calculation replaces one defect by a lattice of copies. If the defect carries a net charge $q$, the lattice has a finite energy per cell only if a compensating charge is added. Here this is a uniform background of density $-q/V$, where $V$ is the cell volume. The defect then interacts with its images and with the background.

From a distance, a localised charge looks first of all like a point charge $q$. Its interaction with copies and background falls off as $1/L$ with the cell edge $L$, and depends on $q$, the cell and the screening, but not on the arrangement of the charge inside the defect. Two localised configurations of equal $q$ therefore carry the same leading error, and subtraction removes it. What survives comes from the internal arrangement, and it falls off as $1/L^3$.

The reference terms also drop out. The formation energy is

$$E_f=E(D,q)-E_{\rm bulk}-\sum_i n_i\mu_i+q(E_v+E_F),$$

where $E(D,q)$ is the energy of the cell with the defect, $n_i$ counts atoms added, $\mu_i$ are chemical potentials, $E_v$ is the valence band edge of the bulk and $E_F$ the Fermi level measured from it. For two configurations A and B of equal composition and charge, all terms but the first are identical, so $E_f^B-E_f^A=E_B-E_A$.

## The potential of the periodic array

Take a cubic cell, $V=L^3$, and a linear, isotropic medium of permittivity $\varepsilon$. Charges are in units of $e$, and $k=e^2/(4\pi\varepsilon_0)$. Let $\psi(\mathbf r)$ be the potential of a unit charge with its images and background, in units of $k/\varepsilon$ and with zero mean over the cell. Inside the cell it obeys

$$\nabla^2\psi=-4\pi\delta(\mathbf r)+\frac{4\pi}{L^3}.$$

Write $\psi=1/r+h$. Since $\nabla^2(1/r)=-4\pi\delta$, the remainder $h$ is smooth near the origin and satisfies $\nabla^2h=4\pi/L^3$. Inversion symmetry forbids a linear term in $h$, and cubic symmetry allows a quadratic term only of the form $cr^2$. Because $\nabla^2r^2=6$, we need $6c=4\pi/L^3$. Hence

$$\psi=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).$$

The powers of $L$ follow from scaling: $\psi$ is an inverse length and depends otherwise on $\mathbf r/L$, so a term of degree $n$ in $r$ carries $L^{-(n+1)}$.

The constant $\alpha$ follows from splitting each $1/r$ into a short-range part $\operatorname{erfc}(\eta r)/r$, summed over lattice vectors $\mathbf R$, and a smooth part, summed over reciprocal vectors $\mathbf G$. The short-range part has the integral $4\pi\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=\pi/\eta^2$, so $\pi/(\eta^2V)$ is subtracted to keep the mean at zero. At the origin, $[\operatorname{erfc}(\eta r)-1]/r\to-2\eta/\sqrt\pi$. Thus

$$-\frac{\alpha}{L}=\sum_{\mathbf G\ne0}\frac{4\pi}{VG^2}e^{-G^2/4\eta^2}+\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2V}.$$

The result does not depend on the splitting parameter $\eta$, and its value is $\alpha=2.8373$.

## The error of one configuration

Let $\rho(\mathbf r)$ be the defect's own charge density, before screening; the medium's response is contained in $\varepsilon$. The electrostatic energy per cell is

$$E(L)=\frac{k}{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

The background needs no separate term, because a uniform density multiplied by a potential of zero mean integrates to zero. The isolated defect has $1/|\mathbf r-\mathbf r'|$ in place of $\psi$. Subtracting its energy leaves the finite-size error $\delta E$, which contains two integrals:

$$\iint\rho\rho'=q^2,\qquad \iint\rho\rho'\,(r^2+r'^2-2\mathbf r\cdot\mathbf r')=2qQ-2p^2,$$

with $Q=\int\rho r^2\,d^3r$ and $\mathbf p=\int\rho\mathbf r\,d^3r$. The factor $\tfrac12$ in the energy gives

$$\boxed{\;\delta E=\frac{k}{\varepsilon}\left[-\frac{\alpha q^2}{2L}+\frac{2\pi S}{3L^3}+O(L^{-5})\right],\qquad S=qQ-p^2.\;}$$

The first term is negative because $\alpha>0$: the attraction between the charges and the background outweighs the repulsion among the charges and within the background.

The choice of origin must not matter, and it does not. Displacing the defect by $\mathbf t$ changes $Q$ to $Q+2\mathbf t\cdot\mathbf p+qt^2$ and $\mathbf p$ to $\mathbf p+q\mathbf t$. Both $qQ$ and $p^2$ then grow by $2q\,\mathbf t\cdot\mathbf p+q^2t^2$, and $S$ is unchanged. For an asymmetric density of three Gaussian charges, direct reciprocal-space sums gave the value $-0.3064$ $e^2$ nm$^2$ for $2\pi S/3$, in agreement with the formula.

## The error of the difference

For equal $q$, $\varepsilon$ and cell, the first term cancels:

$$\delta(E_B-E_A)=\frac{k}{\varepsilon}\,\frac{2\pi(S_B-S_A)}{3L^3}+O(L^{-5}).$$

The surviving term has a direct meaning. For $q\neq0$, put the origin at the charge centre $\mathbf p/q$, so that the dipole vanishes and $S=qQ_c$, with $Q_c$ the second moment about that centre. Compare the defect's potential with that of a point charge $q$ at the centre. An element of charge at distance $s$ has a potential which, averaged over a sphere of radius $r$, is $1/s$ for $r<s$ and $1/r$ for $r>s$. It differs from $1/r$ only inside $s$, where the integrated difference is

$$\int_0^s4\pi r^2\left(\frac1s-\frac1r\right)dr=4\pi\left(\frac{s^2}{3}-\frac{s^2}{2}\right)=-\frac{2\pi s^2}{3}.$$

Summed over the density, the short-range potential integrates to $-2\pi Q_c/3$. The background $-q/V$ acting on it contributes $+2\pi qQ_c/(3V)$, which is the $1/L^3$ term. In this electrostatic model, with a point charge as the reference, it is the configuration-dependent part of what is called potential alignment. Other reference charges divide the correction differently.

Three limits fix the scope of the result:

- If A and B are related by a symmetry of the cubic cell, for instance a hole on either of two equivalent neighbours, the difference has no error at all.
- If $S_A=S_B$ without such a symmetry, the $1/L^3$ term vanishes and the error starts at $1/L^5$ or beyond.
- If $q=0$, then $S=-p^2$. The single energy already converges as $1/L^3$ or faster, and subtraction gains no power of $L$ from the charge term.

The advantage concerns the rate, not the size of the error in a given small cell. Equating the magnitudes of the two leading terms gives the length above which the difference has the smaller one:

$$\frac{\alpha q^2}{2L_*}=\frac{2\pi|S_B-S_A|}{3L_*^3}\quad\Rightarrow\quad L_*=\sqrt{\frac{4\pi|S_B-S_A|}{3\alpha q^2}}.$$

## A vacancy with a bound hole

Consider a nickel vacancy of charge $-2$ in NiO that has bound one hole of charge $+1$, so $q=-1$. The hole sits on the first nickel neighbour (A) or the second (B). With a lattice constant $a=0.42$ nm, the rock-salt geometry gives $d_A=a/\sqrt2=0.297$ nm and $d_B=a=0.42$ nm. Both charges are Gaussian clouds, of width $\sigma_v=0.07$ nm for the vacancy and $\sigma_h=0.05$ nm for the hole, in a medium with $\varepsilon=12$. Then $k/\varepsilon=1.440/12=0.120$ eV nm.

A normalised Gaussian of width $\sigma$ has second moment $3\sigma^2$ about its centre. With the origin at the vacancy, $Q=-6\sigma_v^2+3\sigma_h^2+d^2$ and $p=d$, so

$$S=qQ-p^2=6\sigma_v^2-3\sigma_h^2-2d^2.$$

This gives $S_A=-0.1545$ and $S_B=-0.3309$ $e^2$ nm$^2$. The widths cancel in the difference, which is $-2(a^2-a^2/2)=-a^2=-0.1764$ $e^2$ nm$^2$.

In the dilute limit B lies above A by 0.236 eV, close to the point-charge value $2(k/\varepsilon)(1/d_A-1/d_B)$. For $L=4a=1.68$ nm the two leading terms are

$$-\frac{0.120\times2.837}{2\times1.68}=-0.101\ \text{eV},\qquad \frac{0.120\times2\pi\times(-0.1764)}{3\times1.68^3}=-0.0094\ \text{eV}.$$

The first belongs to each single energy, the second to the difference. Explicit reciprocal-space sums, which do not use the expansion, give these errors relative to the dilute limit:

| $L$ | $E_A$ (meV) | $E_B$ (meV) | $E_B-E_A$ (meV) |
|---|---:|---:|---:|
| $2a$ | −264 | −405 | −141 |
| $4a$ | −109 | −121 | −11.2 |
| $6a$ | −70.0 | −73.0 | −3.0 |
| $8a$ | −51.7 | −52.9 | −1.2 |

Between $6a$ and $8a$ the error of $E_A$ varies as $L^{-1.05}$ and that of the difference as $L^{-3.13}$. The excess over $-1$ and $-3$ comes from the next terms, which here have the same sign as the leading ones. When the $1/L^3$ term is removed from the error of the difference, the rest falls with exponent $-5.01$, as the expansion requires.

The smallest cell shows the limit of the argument. Here $L_*=0.51$ nm, so $L=2a=0.84$ nm already lies above it, yet the difference is wrong by 141 meV out of 236 meV. The $1/L^3$ term accounts for only 75 meV. In configuration B the hole then lies midway between the vacancy and its image, so $r/L=1/2$ and the higher terms are not small.

According to the leading terms alone, an error of 10 meV requires $L=17$ nm for the single energy and 1.64 nm for the difference. The second length is slightly optimistic, since the full error at 1.68 nm is still 11.2 meV.

One can also subtract $-\alpha q^2k/(2\varepsilon L)$ from the single energy by hand. At $4a$ this leaves $-109.4+101.3=-8.1$ meV for $E_A$, an error that again falls as $1/L^3$. That correction needs the value of $\varepsilon$; the difference performs it without knowing $\varepsilon$.

## Extrapolation

Suppose $E(L)=E_\infty+C/L^m$. Multiplying by $L^m$ for two cells and subtracting eliminates $C$:

$$E_\infty=\frac{L_2^mE(L_2)-L_1^mE(L_1)}{L_2^m-L_1^m}.$$

From $4a$ and $6a$, the single energy with $m=1$ misses the limit by 8.9 meV, and the difference with $m=3$ by 0.44 meV. The exponent matters. Using $m=1$ for the difference would give an error of $[6(-3.015)-4(-11.224)]/2=+13.4$ meV, worse than the unextrapolated value at $6a$.

## When the cancellation fails

**Different cells.** In a non-cubic cell, $h=h_0+\mathbf r\cdot M\mathbf r+\dots$, where the trace of the matrix $M$ is $2\pi/V$. The constant $h_0$ still depends on the cell alone, and at fixed shape $M$ scales as $1/V$. The argument therefore holds if both configurations use the same cell. With both in cells $L\times L\times2L$, and both holes in the plane perpendicular to the long axis, the error of the difference is $-11.7$ meV at $L=4a$ and $-3.2$ meV at $6a$. Because $M$ is anisotropic, other orientations give other values, even of opposite sign, but the same leading power of $L$. With A in the elongated cell and B in the cubic one, the error is $-46.8$ and $-27.2$ meV, mainly because the two constants $h_0$ no longer cancel.

**A delocalised carrier.** Let the hole leave the vacancy and spread uniformly over the cell. The total charge is still $-1$, but the hole now acts as part of the background, and the localised charge is $-2$. The leading error of the localised state A minus this state is

$$\frac{k}{\varepsilon}\left(-\frac{\alpha}{2L}+\frac{4\alpha}{2L}\right)=+\frac{k}{\varepsilon}\,\frac{3\alpha}{2L}.$$

At $8a$ the sums give $+151$ meV, nearly three times the magnitude of the error of $E_A$ itself. Equal total charge is thus not enough: the localised charge must be equal. A trapping energy measured from a band state lacks the cancellation.

**Different screening.** Compare A with relaxed ions and A in a lattice whose ions have not polarised. For one Fourier component of unit source charge, let $x$ be the compensating ionic charge, $\varepsilon_\infty$ the electronic permittivity and $\chi$ the ionic susceptibility. Up to a common factor, the energy is

$$u(x)=\frac{2\pi}{\varepsilon_\infty}(1-x)^2+\frac{x^2}{2\chi}.$$

Frozen ions mean $x=0$ and $u=2\pi/\varepsilon_\infty$. Setting $u'(x)=0$ gives $x=4\pi\chi/(\varepsilon_\infty+4\pi\chi)$, and insertion gives

$$u_{\min}=\frac{2\pi\varepsilon_\infty+8\pi^2\chi}{(\varepsilon_\infty+4\pi\chi)^2}=\frac{2\pi}{\varepsilon_\infty+4\pi\chi}.$$

The relaxed lattice thus screens with the static permittivity $\varepsilon=\varepsilon_\infty+4\pi\chi$. The relaxed-minus-frozen energy keeps the error $-(\alpha q^2k/2L)(1/\varepsilon-1/\varepsilon_\infty)$ at leading order. With $\varepsilon_\infty=6$ the full error is $+109$ meV at $4a$. Its magnitude is $\varepsilon/\varepsilon_\infty-1$ times that of the error of $E_A$, and this factor happens to be 1 for the values chosen here. Two relaxed configurations, or two in the same unpolarised lattice, do share their screening.

## The model beside real NiO

The lattice constant and both permittivities are rough typical values for NiO; the cloud widths are assumed. Even multiples of $a$ fit its antiferromagnetic order. The real hole also has oxygen character, and the lattice is slightly distorted. Magnetic and chemical differences between the sites are left out, so 0.236 eV is an electrostatic contribution, not a predicted site energy.

The weakest assumption is static continuum screening at neighbour distances. If only electrons screened there, the contribution would double to 0.47 eV. This changes the dilute limit itself; the cancellation of the $1/L$ term needs only equal screening at long range.

Elastic images add another error of order $1/V$. In an isotropic estimate, a defect with elastic dipole $P$ in a cell under linear strain $s$ has energy $\tfrac92BVs^2-3Ps$, where $B$ is the bulk modulus. The minimum, at $s=P/(3BV)$, is $-P^2/(2BV)$, which sets the scale of the error at fixed cell. With assumed dipoles of 5 and 6 eV and $B=200$ GPa, this scale is about 7 meV at $2a$ and 1 meV at $4a$ for the difference; for a purely isotropic dipole, shear stiffness, ignored here, reduces it. A hole on one neighbour lowers the symmetry, however, and a traceless part of the dipole tensor can make the elastic error several times larger than this scale. It falls off with the same power $1/V$ as the electrostatic error of the difference. For the overlap of orbital tails, the factor $I\exp(-L\sqrt{2mI}/\hbar)$ with a level of depth $I=1$ eV and the free-electron mass is 14 meV at $2a$ and 0.2 meV at $4a$. It leaves out the prefactor and the number of neighbours, which can raise the shift at $2a$ severalfold. With these assumed inputs both effects are smaller than the electrostatic error of the difference, but the ranking depends on the inputs. The model's own Coulomb binding of the hole in B is only $2(k/\varepsilon)/d_B=0.57$ eV. A shallower level, a lighter mass or an anisotropic elastic dipole can make either effect comparable to the electrostatic error.

At 300 K, where $k_BT=25.9$ meV, the electrostatic error overstates the population of B relative to A by a factor of about 230 at $2a$ and 1.5 at $4a$. For this defect the smallest cell is therefore unsuitable for site populations despite the favourable power law. The numerical output below lists the values in full.

## Calculated quantities

```
k = e^2/(4 pi eps0): 1.43996 eV nm
cubic lattice constant alpha: 2.837297
NiO lattice constant a (rough): 0.42 nm
permittivity static, electronic (rough): 12, 6
Gaussian widths vacancy, hole: 0.07, 0.05 nm
net charge: -1 e
vacancy-hole distance A, B: 0.2970, 0.4200 nm
S of A, B: -0.1545, -0.3309 e^2 nm^2
S_B - S_A: -0.1764 e^2 nm^2
isolated E_B - E_A: 0.2362 eV
L = 2a = 0.84 nm: error of E_A -264.31 meV, E_B -405.19 meV
  error of E_B-E_A -140.877 meV, 1/L^3 term -74.798 meV
  common 1/L term -202.66 meV
L = 4a = 1.68 nm: error of E_A -109.41 meV, E_B -120.63 meV
  error of E_B-E_A -11.224 meV, 1/L^3 term -9.350 meV
  common 1/L term -101.33 meV
L = 6a = 2.52 nm: error of E_A -69.96 meV, E_B -72.98 meV
  error of E_B-E_A -3.015 meV, 1/L^3 term -2.770 meV
  common 1/L term -67.55 meV
L = 8a = 3.36 nm: error of E_A -51.68 meV, E_B -52.91 meV
  error of E_B-E_A -1.227 meV, 1/L^3 term -1.169 meV
  common 1/L term -50.66 meV
exponent 6a to 8a, E_A: -1.053
exponent 6a to 8a, E_B-E_A: -3.126
exponent 6a to 8a, rest after 1/L^3 term: -5.011
test density, 1/L^3 coefficient: sum -0.30640, formula -0.30641 e^2 nm^2
short-range potential integral, B: sum -0.69304, formula -0.69304 e nm^2
crossover length L*: 0.510 nm
L for 10 meV leading error: E_A 17.0 nm, E_B-E_A 1.64 nm
error after extrapolation 4a,6a: E_A 8.92 meV, E_B-E_A 0.442 meV
elongated cell LxLx2L, exponent 4a to 6a of E_B-E_A: -3.203
L = 4a: E_B-E_A error, both elongated -11.72 meV, B cubic A elongated -46.80 meV
L = 6a: E_B-E_A error, both elongated -3.20 meV, B cubic A elongated -27.19 meV
localised A minus delocalised hole, error at 4a, 8a: 292.8, 150.6 meV
  exponent 6a to 8a: -0.975
relaxed minus frozen ions, error at 4a, 8a: 109.4, 51.7 meV
rough inputs: bulk modulus 200 GPa, elastic dipoles 5, 6 eV, level depth 1 eV
elastic image scale in E_B-E_A at 2a, 4a: 7.4, 0.93 meV
orbital tail scale at 2a, 4a: 13.5, 0.18 meV
isolated E_B-E_A if only electrons screen: 0.4725 eV
kT at 300 K: 25.85 meV
factor by which population ratio B/A is wrong at 2a, 4a: 232.6, 1.54
```
